# Elliott Spin Relaxation and the Squared g Shift

An electron near a band minimum at the zone centre of a cubic crystal with inversion symmetry scatters elastically from $\mathbf k$ to $\mathbf k'$. Its spin can enter the amplitude through the Pauli matrices $\boldsymbol\sigma$, which form an axial vector. Inversion reverses both wave vectors and leaves $\boldsymbol\sigma$ alone, so at lowest order the spin must be contracted with a bilinear in $\mathbf k'$ and $\mathbf k$. In a crystal with the full symmetry of the cube, the one bilinear that transforms like an axial vector is $\mathbf k'\times\mathbf k$. The amplitude, relative to that of ordinary scattering, is therefore

$$M(\mathbf k',\mathbf k)\simeq 1-i\Lambda\,\boldsymbol\sigma\cdot(\mathbf k'\times\mathbf k),$$

where $\Lambda$ is real because $M(\mathbf k',\mathbf k)^\dagger=M(\mathbf k,\mathbf k')$. It has the dimension of an area. Spin then relaxes at a rate of order $\Lambda^2k^4/\tau$, with $\tau$ the momentum relaxation time.

The same structure governs the magnetic moment. In a magnetic field the components of $\mathbf k$ do not commute, $\mathbf k\times\mathbf k$ becomes proportional to the field, and a term of this form in the energy shifts the g factor. Both $\Lambda$ and the shift $\Delta g$ come from spin-orbit mixing. Since $\Delta g$ is a pure number, and $\Lambda$ carries one more energy denominator than $\Delta g$, the expected form is

$$\frac1{T_1}\sim\frac{(\Delta g)^2}{\tau}\left(\frac{k^2/2}{\text{gap}}\right)^2 .$$

The square of the g shift is thus accompanied by a factor that depends on the material and the electron's energy. A definite band model fixes it.

Atomic units are used in the algebra: $\hbar$, the free-electron mass and the elementary charge are one, and the Bohr magneton is $1/2$. The conduction band edge is an s-like orbital $|s\rangle$ with two spin states, at energy zero. Below it lie three p-like orbitals $|x\rangle,|y\rangle,|z\rangle$. Remote bands are left out. Spin-orbit coupling acts within the p states as $(D/3)\,\mathbf L\cdot\boldsymbol\sigma$, with $L=1$. From $J(J+1)=2+\tfrac34+\mathbf L\cdot\boldsymbol\sigma$, the operator $\mathbf L\cdot\boldsymbol\sigma$ equals $1$ for $J=3/2$ and $-2$ for $J=1/2$. The two groups are split by $D$; let them lie at $-G$ and $-G'$, with $G'=G+D$. The projectors that take the values one and zero on the right groups are

$$\Pi_{3/2}=\frac{2+\mathbf L\cdot\boldsymbol\sigma}{3},\qquad \Pi_{1/2}=\frac{1-\mathbf L\cdot\boldsymbol\sigma}{3}.$$

The momentum term of the Bloch Hamiltonian couples $|s\rangle$ to $|i\rangle$ with strength $Pk_i$, once a common phase has been absorbed in the p orbitals. Write $|\mathbf k)=\sum_i k_i|i\rangle$. For $Pk\ll G$, first-order perturbation theory gives a spinor $\chi$ of the conduction band the p admixture

$$X_{\mathbf k}\chi=P\left(\frac{\Pi_{3/2}}{G}+\frac{\Pi_{1/2}}{G'}\right)|\mathbf k)\,\chi .$$

The denominators are positive because the conduction band lies above the p states. Normalization reduces the s amplitude to $1-\tfrac12X_{\mathbf k}^\dagger X_{\mathbf k}$. Inversion combined with time reversal returns $\mathbf k$ to itself and reverses the spin, so each level is doubly degenerate and the spin does not precess between collisions.

The overlap of two such spinors requires the matrix element of $\mathbf L\cdot\boldsymbol\sigma$. With $(L_j)_{il}=-i\epsilon_{jil}$,

$$(\mathbf k'|\mathbf L\cdot\boldsymbol\sigma|\mathbf k)=-i\sum_{jil}\epsilon_{jil}\,\sigma_jk'_ik_l=-i\boldsymbol\sigma\cdot(\mathbf k'\times\mathbf k),$$

and hence

$$(\mathbf k'|\Pi_{3/2}|\mathbf k)=\frac{2\mathbf k'\cdot\mathbf k-i\boldsymbol\sigma\cdot(\mathbf k'\times\mathbf k)}3,\qquad
(\mathbf k'|\Pi_{1/2}|\mathbf k)=\frac{\mathbf k'\cdot\mathbf k+i\boldsymbol\sigma\cdot(\mathbf k'\times\mathbf k)}3 .$$

For $\mathbf k'=\mathbf k$ the cross product vanishes, so the normalization is independent of spin: $X^\dagger_{\mathbf k}X_{\mathbf k}=\eta k^2$ with $\eta=\tfrac13P^2(2/G^2+1/G'^2)$. For an elastic collision, $k'=k$, the overlap is

$$M=1-\eta k^2+X^\dagger_{\mathbf k'}X_{\mathbf k}
=1-\eta(k^2-\mathbf k'\cdot\mathbf k)-i\Lambda\boldsymbol\sigma\cdot(\mathbf k'\times\mathbf k),$$

$$\Lambda=\frac{P^2}{3}\left(\frac1{G^2}-\frac1{G'^2}\right).$$

A spin-independent potential that is smooth on the scale of a unit cell acts equally on the s and p parts. Its matrix element is then its Fourier component $V_{\mathbf k'-\mathbf k}$ times $M$. The spin-dependent part vanishes for forward and for backward scattering.

In a magnetic field $\mathbf B$ the wave vector becomes $\boldsymbol\pi=-i\nabla+\mathbf A$, because the electron's charge is $-1$. Then $[\pi_x,\pi_y]=-i(\partial_xA_y-\partial_yA_x)=-iB_z$, or $\boldsymbol\pi\times\boldsymbol\pi=-i\mathbf B$. Second-order perturbation theory has one energy denominator where the overlap had two, and the conduction band is pushed up:

$$H_{\rm c}=\frac{\pi^2}{2}+\frac12\boldsymbol\sigma\cdot\mathbf B+P^2\sum_{ij}\pi_i\left(\frac{\Pi_{3/2}}{G}+\frac{\Pi_{1/2}}{G'}\right)_{ij}\pi_j .$$

The same projector elements apply, with $\boldsymbol\pi$ in both places and its order kept. Since $-i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi)=-\boldsymbol\sigma\cdot\mathbf B$, the last term contains $-\tfrac13P^2(1/G-1/G')\,\boldsymbol\sigma\cdot\mathbf B$. A g factor enters the energy as $\tfrac14g\,\boldsymbol\sigma\cdot\mathbf B$, so the shift from 2 is

$$\Delta g=-\frac{4P^2}{3}\left(\frac1G-\frac1{G'}\right).$$

The spin-independent part gives the effective mass, $1/m=1+\tfrac23P^2(2/G+1/G')$.

Factoring the difference of squares in $\Lambda$ eliminates $P$:

$$\Lambda=\frac{P^2}{3}\left(\frac1G-\frac1{G'}\right)\left(\frac1G+\frac1{G'}\right)=-\frac{\Delta g}{4}\left(\frac1G+\frac1{G'}\right).$$

This is the link between the spin-flip amplitude and the g shift.

It remains to turn the amplitude into a decay rate. The spin state at $\mathbf k$ is a $2\times2$ density matrix $\rho_{\mathbf k}$. For weak, randomly placed scatterers, with $M=M(\mathbf k,\mathbf k')$ for scattering into $\mathbf k$,

$$\dot\rho_{\mathbf k}=\sum_{\mathbf k'}w_{\mathbf k\mathbf k'}\left[M\rho_{\mathbf k'}M^\dagger-\tfrac12\left(MM^\dagger\rho_{\mathbf k}+\rho_{\mathbf k}MM^\dagger\right)\right].$$

Here $w_{\mathbf k\mathbf k'}$ is the golden-rule rate without the overlap factor $M$, symmetric in its arguments and taken to depend on the scattering angle $\theta$ alone on a shell of fixed energy. The equation conserves the number of electrons because $M(\mathbf k',\mathbf k)=M(\mathbf k,\mathbf k')^\dagger$.

Write $M=a-i\mathbf c\cdot\boldsymbol\sigma$ with $\mathbf c=\Lambda\,\mathbf k\times\mathbf k'$ and $a$ real, so that $MM^\dagger=a^2+c^2$. Ordinary scattering makes the spin uniform over the shell within a time of order $\tau$. Insert therefore $\rho=\tfrac12(n+\mathbf s\cdot\boldsymbol\sigma)$, with the same $\mathbf s$ at every direction. The identities $[\mathbf c\cdot\boldsymbol\sigma,\mathbf s\cdot\boldsymbol\sigma]=2i(\mathbf c\times\mathbf s)\cdot\boldsymbol\sigma$ and $(\mathbf c\cdot\boldsymbol\sigma)(\mathbf s\cdot\boldsymbol\sigma)(\mathbf c\cdot\boldsymbol\sigma)=2(\mathbf c\cdot\mathbf s)\,\mathbf c\cdot\boldsymbol\sigma-c^2\,\mathbf s\cdot\boldsymbol\sigma$ give

$$\dot{\mathbf s}=\sum_{\mathbf k'}w\left\{2a\,\mathbf c\times\mathbf s-2\left[c^2\mathbf s-\mathbf c(\mathbf c\cdot\mathbf s)\right]\right\}.$$

The first term is a rotation, of first order in $\Lambda$. It sums to zero, because $\mathbf k\times\mathbf k'$ averages to zero as $\mathbf k'$ turns about $\mathbf k$ at fixed $\theta$. In the second term, averaging over the directions of both wave vectors replaces $c_ic_j$ by $c^2\delta_{ij}/3$, and $2(1-\tfrac13)=\tfrac43$. The part of the second term that varies with the direction of $\mathbf k$ makes the spin slightly nonuniform, by order $\Lambda^2k^4$, which changes the decay rate at order $\Lambda^4$. With $c^2=\Lambda^2k^4\sin^2\theta$,

$$\frac1{T_1}=\frac43\Lambda^2k^4\sum_{\mathbf k'}w\sin^2\theta .$$

The factor can be read another way. A flip along $z$ has relative probability $c_x^2+c_y^2$, on average $\tfrac23c^2$, and each flip changes the difference of the two populations by two. $T_1$ is thus the decay time of the total spin, and $1/T_1$ is twice the flip rate. As an eigenvalue of the collision equation it does not depend on how the spinor pair at each $\mathbf k$ is labelled.

To leading order in $Pk/G$ the momentum relaxation rate is $1/\tau=\sum w(1-\cos\theta)$. Inserting $\Lambda$ in terms of $\Delta g$ gives

$$\boxed{\frac1{T_1}=K\frac{(\Delta g)^2}{\tau},\quad K=\frac F3\left[\frac{k^2}{2}\left(\frac1G+\frac1{G'}\right)\right]^2,\quad F=\frac{\sum w\sin^2\theta}{\sum w(1-\cos\theta)} .}$$

Since $\sin^2\theta=(1-\cos\theta)(1+\cos\theta)$, $F$ is the mean of $1+\cos\theta$ weighted by momentum loss. It lies between 0 and 2 and equals $2/3$ for isotropic scattering.

Elliott's square law holds when $K$ is fixed. If $D$ alone is varied and $D\ll G$, the bracket tends to $k^2/G$, both $\Delta g$ and $\Lambda$ are linear in $D$, and the rate follows $(\Delta g)^2$. In the opposite limit, $D\gg G$, the bracket tends to $k^2/2G$, so $K$ is four times smaller at the same $G$, $k$ and $F$. Comparing materials with different gaps or carrier energies changes $K$ as well. Remote bands loosen the link further. Suppose p-like states above the conduction band also couple to it, with the $J=1/2$ group at $E_1$ and the $J=3/2$ group at $E_1+D_1$, where $D_1>0$. In their contributions $G$ is replaced by $-(E_1+D_1)$ and $G'$ by $-E_1$. The difference $1/G-1/G'$ then stays positive, while $1/G^2-1/G'^2$ becomes negative. Such states add to the valence-band contribution in $\Delta g$ but subtract from it in $\Lambda$. With inversion symmetry they must have parity opposite to the conduction edge. In the diamond structure the nearest triplet above has the same parity and does not couple, so only much higher states contribute in this way.

For a numerical case, take rough values in the regime of n-type germanium-tin with a direct gap: $G=0.50$ eV, $D=0.40$ eV, $2P^2=24$ eV, electron density $5\times10^{16}$ cm$^{-3}$, mobility 5000 cm$^2$/Vs, and 20 K. The average diamond structure of this alloy has the inversion symmetry that the derivation needs. With $4P^2/3=16$ eV,

$$\Delta g=-16\left(\frac1{0.50}-\frac1{0.90}\right)=-14.2 .$$

The spin splitting of the lowest conduction Landau level, from diagonalizing the full eight-band Hamiltonian in a weak field, gives the same value to this accuracy. The shift is large although the mixing is weak, because $P^2$ is much larger than the gap.

The effective mass is 0.0239 free-electron masses and the Fermi wave vector $k_F=0.0114$ Å$^{-1}$. With $\Lambda=84.3$ Å$^2$, the spin-dependent amplitude is at most $\Lambda k_F^2=0.011$. The free-electron energy $k_F^2/2$ is $4.95\times10^{-4}$ eV, so for isotropic scattering

$$K=\frac29\left[4.95\times10^{-4}\left(\frac1{0.50}+\frac1{0.90}\right)\right]^2=5.27\times10^{-7},$$

and $\tau/T_1=5.27\times10^{-7}\times(14.22)^2=1.07\times10^{-4}$. About ten thousand momentum relaxation times pass before the spin decays. The mobility corresponds to $\tau=0.068$ ps, hence $T_1\approx640$ ps $=0.64$ ns. With a diffusion constant of 69 cm$^2$/s, the spin diffusion length, the square root of diffusion constant times $T_1$, is about 21,000 Å, or 2.1 µm.

The collision equation was also solved with full eight-band spinors on a sphere of directions. At one tenth of $k_F$, its slowest spin decay rate divided by the squared Landau-level g shift gives $K=5.254\times10^{-11}$, against $5.268\times10^{-11}$ from the formula. At $k_F$ itself the eight-band rate is 0.778 times the perturbative one, for the same $w$ and $\tau$. This reduction can be derived. The p amplitudes at finite $k$ contain $G+E$ and $G'+E$ in place of $G$ and $G'$, where $E$ is the conduction energy without its free-electron part, and normalization multiplies the overlap by $Z=1/(1+\eta_Ek^2)$, with $\eta_E$ formed from the shifted gaps. Here $E=0.0200-0.0005=0.0195$ eV. The shifted gaps reduce $\Lambda$ by a factor 0.912. From $(Pk_F/G)^2=0.0475$ follows $\eta_Ek_F^2=0.034$, so $Z=0.967$, and $(0.912\times0.967)^2=0.778$. With $\tau$ kept at 0.068 ps, the corrected spin time is about 0.82 ns. At the same order the overlap lowers the true momentum relaxation rate by a factor 0.914 and the mass at $k_F$ rises to 0.0255; holding the mobility fixed instead of $\tau$ then gives about 0.80 ns.

A scan of $D$ at fixed $G$, $P$, $k_F$ and isotropic scattering shows the range of the square law. Between $D=0.005$ and 0.010 eV, the eight-band rate varies as the 1.99th power of $|\Delta g|$. As $D$ rises from 0.01 to 0.80 eV, $|\Delta g|$ grows from 0.63 to 19.7, and $(\tau/T_1)/(\Delta g)^2$ falls from $6.0\times10^{-7}$ to $3.3\times10^{-7}$. The rate itself grows by a factor of about 550, so the square law accounts for most of the change, while the coefficient drifts by nearly a factor of two.

The form of the scatterer matters as much. Screened charges with a relative permittivity of 16 favour small angles and give $F=1.22$. At equal mobility this shortens the perturbative $T_1$ to about 350 ps, because the spin loss per unit of momentum loss, proportional to $\sin^2\theta/(1-\cos\theta)=1+\cos\theta$, is largest at small angles. Ionized donors at the electron density alone would allow a mobility near $5\times10^4$ cm$^2$/Vs in the Born approximation, so this case requires about ten times as many charged centres as electrons.

A potential that varies within the unit cell can act on the p states with a different strength, and can carry spin-orbit coupling of its own. Let its p part be $V(r+\tfrac d3\mathbf L\cdot\boldsymbol\sigma)$ when its s part is $V$. Because $\mathbf L\cdot\boldsymbol\sigma$ is $1$ and $-2$ on the two groups, the terms $1/G^2$ and $1/G'^2$ in $\Lambda$ are multiplied by $r+d/3$ and $r-2d/3$:

$$\Lambda\;\to\;r\Lambda+\frac d3\,\frac{P^2}3\left(\frac1{G^2}+\frac2{G'^2}\right).$$

For $r=0.5$ and $d=0$ the rate falls to one quarter. For $r=1$ and $d=0.2$ it rises by a factor of 1.34. The second term is not fixed by the host's g shift.

If inversion symmetry is broken, the spin also precesses between collisions. A cubic splitting $\gamma[\sigma_xk_x(k_y^2-k_z^2)+\text{cyclic}]$ gives a precession vector $\boldsymbol\Omega$ of components $2\gamma k_x(k_y^2-k_z^2)$ and so on, with zero mean over directions. For isotropic scattering and $\Omega\tau\ll1$, precession builds up a nonuniform spin $\tau\,\boldsymbol\Omega\times\mathbf s$. Its further precession gives $\dot{\mathbf s}=\tau\langle\boldsymbol\Omega\times(\boldsymbol\Omega\times\mathbf s)\rangle=-\tfrac23\langle\Omega^2\rangle\tau\,\mathbf s$. On the unit sphere $\langle x^2y^4\rangle=3/105$ and $\langle x^2y^2z^2\rangle=1/105$, so $\langle\Omega^2\rangle=4\gamma^2k^6\times3\times(6-2)/105$, and the added rate is

$$\frac1{T_\gamma}=\frac{32}{105}\gamma^2k^6\tau .$$

It grows with $\tau$, whereas the mixing rate falls as $1/\tau$, so cleaner samples favour precession. In the example it equals the perturbative mixing rate at $\gamma=123$ eV Å$^3$, and the eight-band rate at about 108 eV Å$^3$.

In real germanium-tin, a direct gap requires a tin content of very roughly a tenth or more, and it depends on strain. The assumption most clearly broken is that of a smooth potential: alloy disorder varies from atom to atom, and the trial values of $r$ and $d$ above would move the perturbative $T_1$ to about 2.5 ns or 0.48 ns. A strain that raises the heavy-hole states about 0.03 eV above the light-hole states, with the mean energy of the p states held fixed and the Fermi surface kept spherical, lowers the eight-band rate by 8 per cent for spin along the strain axis and raises it by 6 per cent for spin across it. Letting the Fermi surface deform at fixed density reduces these changes to about 6.5 and 4 per cent. The change of the gap that accompanies a real strain is not included and can matter more. The product of $k_F$ and the mean free path is 4.3, so treating collisions as separate events is only moderately accurate; that error has not been calculated. Thermal smearing is modest, with a thermal energy 0.083 of the Fermi energy. Temperature of use is the firmest limit. With the L valleys placed 0.08 eV above the direct minimum and given a total density-of-states mass of 0.55, their occupation is negligible at 20 K, but with parabolic bands they hold 84 per cent of the electrons at 300 K, and a little over 81 per cent when the direct valley has the non-parabolic dispersion of the eight-band model. The spin time found here therefore describes the cold, degenerate electron gas and should not be carried over to a room-temperature device. The full set of values is in the numerical output below.

## Numbers as computed

```
INPUTS (rough, regime of n-type direct-gap germanium-tin)
gap 0.50 eV, spin-orbit splitting 0.40 eV
Kane energy 2P^2 24.0 eV, permittivity 16
density 5.0e+16 cm^-3, mobility 5000 cm2/Vs
temperature 20 K
L valley offset 0.08 eV, total L density mass 0.55 m_e
TESTS AT ONE TENTH OF THE FERMI WAVE VECTOR
g shift: Landau levels -14.2218, formula -14.2222
K: collision matrix 5.2543e-11, formula 5.2681e-11
power of g shift for weak spin-orbit coupling (at kF): 1.989
EXAMPLE, ISOTROPIC SCATTERING
effective mass 0.0239 m_e
Fermi wave vector 0.01140 1/angstrom
free-electron energy k^2/2 at kF 4.949e-04 eV
Fermi energy 0.0207 eV (parabolic), 0.0200 eV (eight-band)
mixing coefficient Lambda 84.29 angstrom^2
mixing amplitude Lambda kF^2 0.01095
coefficient K at kF 5.268e-07
tau/T1 1.066e-04
momentum time tau 0.0679 ps
spin time T1 637 ps = 0.637 ns
diffusion constant 69.1 cm2/s
spin diffusion length 20979 angstrom = 2098 nm
SCAN OF SPIN-ORBIT SPLITTING AT FIXED kF, EIGHT-BAND
splitting (eV)   g shift   tau/T1   (tau/T1)/(g shift)^2
0.01   -0.6274   2.377e-07   6.038e-07
0.05   -2.9090   4.834e-06   5.713e-07
0.10   -5.3332   1.526e-05   5.366e-07
0.20   -9.1426   4.029e-05   4.820e-07
0.40   -14.2218   8.289e-05   4.098e-07
0.80   -19.6919   1.297e-04   3.344e-07
SIZE OF NEGLECTED EFFECTS
eight-band rate / perturbative rate at kF: 0.778
(P kF/gap)^2: 0.0475
kF times mean free path: 4.27
thermal energy / Fermi energy: 0.083
L-valley electron fraction at 20 K: 3.8e-15
L-valley electron fraction at 300 K: 0.838
strain splitting 0.03 eV, rates / unstrained rate: 0.915 to 1.059
angular factor F: isotropic 0.6667, screened charges 1.2181
T1 for screened charges at equal mobility: 349 ps
rate factor, p-state potential halved: 0.250
rate factor, scatterer spin-orbit part 0.2: 1.336
cubic splitting for equal precession rate: 123 eV angstrom^3
```
